# Seniority-zero states: reduced density matrices, DOCI energy and DQG conditions: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for a state made only of empty or doubly occupied spatial
orbitals (seniority zero), the 1-RDM is diagonal and the 2-RDM contains only
    Pi_ij = <P_i^+ P_j>  (pair transfer, Pi_ii = n_i)
    D_ij  = <N_i N_j>    (pair-pair number correlation, i != j).
The electronic energy is
    2 sum_i h_ii n_i + sum_ij Pi_ij K_ij + sum_(i!=j) D_ij (2 J_ij - K_ij),
J_ij = (ii|jj), K_ij = (ij|ij), for real orbitals.
The full D, Q and G matrices split into small blocks made of n, D and Pi.
number_matrix below has n_i on its diagonal and D_ij off its diagonal.
Example: H6 ring, STO-3G, atomic units; alpha orbitals are bits 0..5 and
beta orbitals are bits 6..11 of a Fock-space label.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto
from pyscf.fci import cistring, direct_spin1

M, PAIRS = 6, 3
SPIN_ORBITALS = 2 * M
LABELS = np.arange(2 ** SPIN_ORBITALS)
BITS = (LABELS[:, None] >> np.arange(SPIN_ORBITALS)) & 1
SIGNS = 1 - 2 * ((np.cumsum(BITS, axis=1) - BITS) % 2)
STRINGS = np.array([int(s) for s in cistring.make_strings(range(M), PAIRS)])
POSITION = {int(s): k for k, s in enumerate(STRINGS)}
OCC = ((STRINGS[:, None] >> np.arange(M)) & 1).astype(float)
NCONF = len(STRINGS)
UPPER = np.triu_indices(M, 1)


def ladder(p, vector, create):
    """Apply a_p^+ (create=True) or a_p (create=False) to a Fock vector."""
    source = LABELS[BITS[:, p] == (0 if create else 1)]
    result = np.zeros_like(vector)
    result[source ^ (1 << p)] = SIGNS[source, p] * vector[source]
    return result


def fock_vector(ci):
    """Place a matrix of alpha-string, beta-string coefficients in Fock space."""
    vector = np.zeros(2 ** SPIN_ORBITALS)
    vector[STRINGS[:, None] | (STRINGS[None, :] << M)] = ci
    return vector


def one_rdm(vector):
    removed = np.array([ladder(p, vector, False) for p in range(SPIN_ORBITALS)])
    return removed @ removed.T


def full_dqg(vector):
    """Gram matrices of a_q a_p|psi>, a_q^+ a_p^+|psi> and a_p^+ a_q|psi>."""
    pairs = [(p, q) for p in range(SPIN_ORBITALS)
             for q in range(p + 1, SPIN_ORBITALS)]
    removed = [ladder(p, vector, False) for p in range(SPIN_ORBITALS)]
    added = [ladder(p, vector, True) for p in range(SPIN_ORBITALS)]
    d = np.array([ladder(q, removed[p], False) for p, q in pairs])
    q_ = np.array([ladder(q, added[p], True) for p, q in pairs])
    g = np.array([ladder(p, removed[q], True)
                  for p in range(SPIN_ORBITALS) for q in range(SPIN_ORBITALS)])
    return pairs, d @ d.T, q_ @ q_.T, g @ g.T


def reduced_rdms(c):
    """n, number matrix and Pi directly from the pair-configuration vector."""
    number_matrix = OCC.T @ (c[:, None] ** 2 * OCC)
    n = np.diag(number_matrix).copy()
    transfer = np.diag(n)
    for k, s in enumerate(STRINGS):
        for i in range(M):
            for j in range(M):
                if OCC[k, i] == 1 and OCC[k, j] == 0:
                    partner = POSITION[int(s) ^ (1 << i) ^ (1 << j)]
                    transfer[i, j] += c[k] * c[partner]
    return n, number_matrix, transfer


def reduced_blocks(n, number_matrix, transfer):
    """Eigenvalues of the six kinds of reduced D, Q and G block."""
    i, j = UPPER
    d = number_matrix[i, j]
    a, b = n[i] - d, n[j] - d
    radius = np.sqrt(((a - b) / 2) ** 2 + transfer[i, j] ** 2)
    return [np.linalg.eigvalsh(transfer), d,
            np.linalg.eigvalsh(transfer + np.diag(1 - 2 * n)),
            1 - n[i] - n[j] + d,
            np.linalg.eigvalsh(number_matrix),
            np.concatenate([(a + b) / 2 - radius, (a + b) / 2 + radius])]


def check_structure(c):
    """Compare explicit Fock-space matrices with the reduced description."""
    n, number_matrix, transfer = reduced_rdms(c)
    vector = fock_vector(np.diag(c))
    assert np.allclose(one_rdm(vector), np.diag(np.tile(n, 2)), atol=1e-11)
    pairs, d_full, q_full, g_full = full_dqg(vector)
    predicted = np.zeros_like(d_full)
    for row, (p, q) in enumerate(pairs):
        for col, (r, s) in enumerate(pairs):
            if q == p + M and s == r + M:
                predicted[row, col] = transfer[p, r]
            elif row == col:
                predicted[row, col] = number_matrix[p % M, q % M]
    assert np.allclose(d_full, predicted, atol=1e-11)
    b = reduced_blocks(n, number_matrix, transfer)
    spectra = [np.concatenate([b[0], np.repeat(b[1], 4)]),
               np.concatenate([b[2], np.repeat(b[3], 4)]),
               np.concatenate([2 * b[4], np.zeros(3 * M), np.repeat(b[5], 4)])]
    for full, reduced in zip([d_full, q_full, g_full], spectra):
        assert np.allclose(np.linalg.eigvalsh(full), np.sort(reduced), atol=1e-10)
    check_sum_rules(n, number_matrix)


def check_sum_rules(n, number_matrix):
    assert abs(n.sum() - PAIRS) < 1e-11
    assert np.allclose(number_matrix.sum(axis=1) - n, (PAIRS - 1) * n, atol=1e-11)


def energy_parts(c, h, J, K):
    """One-body, same-orbital repulsion, pair-transfer, pair-number terms."""
    n, number_matrix, transfer = reduced_rdms(c)
    off = 1 - np.eye(M)
    return np.array([2 * np.diag(h) @ n, np.diag(J) @ n,
                     np.sum(off * transfer * K),
                     np.sum(off * number_matrix * (2 * J - K))])


# Ring geometry, atomic-orbital integrals and two orthonormal orbital sets.
side = 2.0
angles = 2 * np.pi * np.arange(M) / M
atoms = [("H", (side * np.cos(t), side * np.sin(t), 0.0)) for t in angles]
mol = gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)
h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_ao = mol.intor("int2e", aosym="s1").reshape(M, M, M, M)
values, vectors = np.linalg.eigh(mol.intor("int1e_ovlp"))
orthogonalizer = (vectors / np.sqrt(values)) @ vectors.T
dimer = np.zeros((M, M))
for k in range(PAIRS):
    dimer[[2 * k, 2 * k + 1], k] = 1 / np.sqrt(2)
    dimer[[2 * k, 2 * k + 1], k + PAIRS] = np.array([1, -1]) / np.sqrt(2)
ring = np.array([np.ones(M), np.cos(angles), np.sin(angles),
                 np.cos(2 * angles), np.sin(2 * angles), np.cos(3 * angles)]).T
ring /= np.linalg.norm(ring, axis=0)
e_nuc = mol.energy_nuc()

rng = np.random.default_rng(7)
results = {}
for name, rotation in [("dimer", dimer), ("ring", ring)]:
    C = orthogonalizer @ rotation
    h = C.T @ h_ao @ C
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, C, C, C, C, optimize=True)
    J, K = np.einsum("iijj->ij", eri), np.einsum("ijij->ij", eri)
    absorbed = direct_spin1.absorb_h1e(h, eri, M, (PAIRS, PAIRS), 0.5)
    H = np.array([direct_spin1.contract_2e(absorbed, e.reshape(NCONF, NCONF),
                  M, (PAIRS, PAIRS)).ravel() for e in np.eye(NCONF ** 2)])
    assert np.allclose(H, H.T, atol=1e-10)
    paired = np.arange(NCONF) * (NCONF + 1)
    H_pair = H[np.ix_(paired, paired)]
    e_doci, states = np.linalg.eigh(H_pair)
    c = states[:, 0]
    trial = rng.normal(size=NCONF)
    trial /= np.linalg.norm(trial)
    for state in (c, trial):
        check_structure(state)
        assert abs(energy_parts(state, h, J, K).sum()
                   - state @ H_pair @ state) < 1e-9
    e_fci, fci_states = np.linalg.eigh(H)
    ci = fci_states[:, 0].reshape(NCONF, NCONF)
    gamma = one_rdm(fock_vector(ci))
    results[name] = dict(
        h=h, J=J, K=K, eri=eri, c=c, det=H_pair[0, 0] + e_nuc,
        doci=e_doci[0] + e_nuc, fci=e_fci[0] + e_nuc,
        weight=np.sum(np.diag(ci) ** 2),
        offdiag=np.max(np.abs(gamma - np.diag(np.diag(gamma)))))

loc, sym = results["dimer"], results["ring"]
assert abs(loc["fci"] - sym["fci"]) < 1e-9
assert abs(loc["doci"] - sym["doci"]) > 1e-5      # DOCI depends on orbitals
assert loc["offdiag"] > 1e-3                      # generic CI state is not diagonal
assert sym["offdiag"] < 1e-8 and sym["weight"] < 0.999

# The three lowest ring orbitals satisfy the closed-shell stationarity condition.
occupied = slice(0, PAIRS)
fock = (sym["h"] + 2 * np.einsum("ijkk->ij", sym["eri"][:, :, occupied, occupied])
        - np.einsum("ikkj->ij", sym["eri"][:, occupied, occupied, :]))
assert np.max(np.abs(fock[:PAIRS, PAIRS:])) < 1e-9

# Reassemble the dimer-orbital energy from one representative of each class.
n, number_matrix, transfer = reduced_rdms(loc["c"])
h, J, K = loc["h"], loc["J"], loc["K"]
classes = [("g1-u1", 0, 3, 3), ("g1-g2", 0, 1, 3),
           ("g1-u2", 0, 4, 6), ("u1-u2", 3, 4, 3)]
class_energy = e_nuc + 3 * sum(n[i] * (2 * h[i, i] + J[i, i]) for i in (0, 3))
for label, i, j, count in classes:
    class_energy += 2 * count * (transfer[i, j] * K[i, j]
                                 + number_matrix[i, j] * (2 * J[i, j] - K[i, j]))
assert abs(class_energy - loc["doci"]) < 1e-9

# A point that obeys every reduced condition but belongs to no quantum state.
inside, across = 0.15, 0.7 / 3
group = np.repeat([0, 1], 3)
same_group = group[:, None] == group[None, :]
fake_n = np.full(M, 0.5)
fake_number = np.where(same_group, inside, across)
np.fill_diagonal(fake_number, 0.5)
fake_transfer = np.diag(fake_n)
check_sum_rules(fake_n, fake_number)
fake_minima = [x.min() for x in reduced_blocks(fake_n, fake_number, fake_transfer)]
assert min(fake_minima) > -1e-12
covariance = fake_number - np.outer(fake_n, fake_n)
assert np.linalg.eigvalsh(covariance).min() > -1e-12
three_index = 1 - fake_n[:3].sum() + fake_number[:3, :3][np.triu_indices(3, 1)].sum()
weights = np.triu(same_group, 1).astype(float)
fake_count = np.sum(weights * fake_number)
exact_count = min(o @ weights @ o for o in OCC)
assert three_index < -1e-3 and fake_count < exact_count - 1e-3


def show(label, value, unit="", digits=6):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}".rstrip())


print("H6 ring, STO-3G")
show("side length", side, "bohr", 1)
print("spatial orbitals, pairs, pair configurations:", M, PAIRS, NCONF)
show("nuclear repulsion", e_nuc, "hartree")
show("full CI energy", loc["fci"], "hartree")
hartree_ev = physical_constants["Hartree energy in eV"][0]
for name, data in results.items():
    show(f"{name} orbitals, reference determinant", data["det"], "hartree")
    show(f"{name} orbitals, DOCI energy", data["doci"], "hartree")
    gap = data["doci"] - data["fci"]
    show(f"{name} orbitals, DOCI minus full CI", gap, "hartree")
    show(f"{name} orbitals, same difference", gap * hartree_ev, "eV", 4)
    show(f"{name} orbitals, seniority-zero weight of full CI", data["weight"])
    show(f"{name} orbitals, largest off-diagonal full CI 1-RDM", data["offdiag"])
print("dimer-orbital DOCI: g bonding, u antibonding")
for label, i in [("g", 0), ("u", 3)]:
    print(f"{label}: n={n[i]:.6f}; h={h[i,i]:.6f}, J={J[i,i]:.6f} hartree")
print("class, number of unordered pairs, D, Pi; J, K in hartree")
for label, i, j, count in classes:
    print(f"{label} {count} {number_matrix[i,j]:.6f} {transfer[i,j]:.6f};"
          f" {J[i,j]:.6f} {K[i,j]:.6f}")
for label, value in zip(["one-body", "same-orbital repulsion", "pair transfer i!=j",
                         "pair-number i!=j"], energy_parts(loc["c"], h, J, K)):
    show(f"energy part, {label}", value, "hartree")
show("energy rebuilt from classes", class_energy, "hartree")
bound = np.sqrt((n[0] - number_matrix[0, 3]) * (n[3] - number_matrix[0, 3]))
show("G upper bound on |Pi(g1,u1)|", bound)
show("|Pi(g1,u1)| divided by G bound", abs(transfer[0, 3]) / bound)
condition_names = ["D: min eig Pi", "D: min D_ij", "Q: min eig Pi+diag(1-2n)",
                   "Q: min 1-n_i-n_j+D_ij", "G: min eig number matrix",
                   "G: min eig 2x2 blocks"]
print("minimum of each condition: H6 DOCI, counterexample")
for label, real, fake in zip(condition_names,
                             reduced_blocks(n, number_matrix, transfer), fake_minima):
    print(f"{label}: {round(real.min(), 6) + 0.0:.6f}, {round(fake, 6) + 0.0:.6f}")
show("counterexample D within groups", inside)
show("counterexample D between groups", across)
show("counterexample three-index expectation", three_index)
show("counterexample within-group pair count", fake_count)
show("exact minimum within-group pair count", exact_count)
print("all tests passed")
```

It prints:

```
H6 ring, STO-3G
side length: 2.0 bohr
spatial orbitals, pairs, pair configurations: 6 3 20
nuclear repulsion: 5.482051 hartree
full CI energy: -3.228990 hartree
dimer orbitals, reference determinant: -2.688996 hartree
dimer orbitals, DOCI energy: -2.813940 hartree
dimer orbitals, DOCI minus full CI: 0.415050 hartree
dimer orbitals, same difference: 11.2941 eV
dimer orbitals, seniority-zero weight of full CI: 0.373454
dimer orbitals, largest off-diagonal full CI 1-RDM: 0.234299
ring orbitals, reference determinant: -3.140717 hartree
ring orbitals, DOCI energy: -3.181917 hartree
ring orbitals, DOCI minus full CI: 0.047073 hartree
ring orbitals, same difference: 1.2809 eV
ring orbitals, seniority-zero weight of full CI: 0.964722
ring orbitals, largest off-diagonal full CI 1-RDM: 0.000000
dimer-orbital DOCI: g bonding, u antibonding
g: n=0.964531; h=-2.291947, J=0.654926 hartree
u: n=0.035469; h=-1.771338, J=0.689192 hartree
class, number of unordered pairs, D, Pi; J, K in hartree
g1-u1 3 0.000001 -0.184959; 0.652736 0.217099
g1-g2 3 0.930310 0.000228; 0.302584 0.002526
g1-u2 6 0.034221 -0.000614; 0.304281 0.002369
u1-u2 3 0.001247 0.000228; 0.309266 0.003172
energy part, one-body: -13.640892 hartree
energy part, same-orbital repulsion: 1.968425 hartree
energy part, pair transfer i!=j: -0.240936 hartree
energy part, pair-number i!=j: 3.617413 hartree
energy rebuilt from classes: -2.813940 hartree
G upper bound on |Pi(g1,u1)|: 0.184959
|Pi(g1,u1)| divided by G bound: 0.999999
minimum of each condition: H6 DOCI, counterexample
D: min eig Pi: 0.000000, 0.500000
D: min D_ij: 0.000001, 0.150000
Q: min eig Pi+diag(1-2n): 0.000000, 0.500000
Q: min 1-n_i-n_j+D_ij: 0.000001, 0.150000
G: min eig number matrix: 0.000001, 0.100000
G: min eig 2x2 blocks: 0.000000, 0.266667
counterexample D within groups: 0.150000
counterexample D between groups: 0.233333
counterexample three-index expectation: -0.050000
counterexample within-group pair count: 0.900000
exact minimum within-group pair count: 1.000000
all tests passed
```
